# Pulse Duration at Which Two-Photon Carriers Cancel the Kerr Index in Silicon: test program

```python
"""
Result under test: in silicon, a square pulse of constant intensity I has its
Kerr index change cancelled at its trailing edge by two-photon-generated
carriers when its duration is
    t_cancel = 2 * photon_energy * n2 / (beta * s * I)      (no recombination)
n2   : Kerr coefficient, index change = n2 * I             [cm^2/W]
beta : two-photon absorption, dI/dz = -beta * I^2          [cm/W]
s    : index decrease per electron-hole pair density       [cm^3]
I    : intensity inside the crystal                       [W/cm^2]
Material coefficients are rough typical room-temperature values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid
from scipy.optimize import brentq

# ---------------- inputs ----------------
wavelength_nm = 1550.0
I0 = 1.0e9                 # W/cm^2
n2 = 4.5e-14               # cm^2/W
beta = 0.8e-9              # cm/W
s = 5.0e-21                # cm^3
n0 = 3.48                  # linear refractive index
mass_e, mass_h = 0.26, 0.39    # conductivity masses / free electron mass
sigma_abs = 1.45e-17       # free-carrier absorption cross-section, cm^2
lifetime_ps = 1000.0       # recombination time, short waveguide-like value
dn_dT = 1.8e-4             # 1/K
heat_capacity = 1.66       # J/(cm^3 K)
diffusivity = 18.0         # ambipolar, cm^2/s
cooling_ps = 0.3           # hot-carrier cooling time
gap_eV = 1.12
band_density = 2.8e19      # effective conduction-band density, cm^-3
depth = 0.5                # cm, depth at which propagation is examined

omega = 2 * np.pi * const.c / (wavelength_nm * 1e-9)
photon_energy = const.hbar * omega          # J
photon_eV = photon_energy / const.e
assert photon_eV < gap_eV < 2 * photon_eV   # one photon cannot, two can

# ---------------- closed formulas ----------------
kerr = n2 * I0
rate = beta * I0**2 / (2 * photon_energy)   # pairs/(cm^3 s)
N_cancel = kerr / s
fluence = 2 * photon_energy * n2 / (beta * s)   # J/cm^2
t_ps = fluence / I0 * 1e12


def pair_rate_from_slice(I):
    """Pairs/(cm^3 s) from power lost in a numerically propagated thin slice."""
    slab = 1e-5  # cm
    sol = solve_ivp(lambda x, y: [beta * I * slab * (1 - y[0])**2],
                    (0, 1), [0.0], rtol=1e-10, atol=1e-16)
    power_lost = I * sol.y[0, -1] / slab
    return power_lost / (2 * photon_energy)


def crossing_time(I, decay_rate=0.0, end_ps=1.0e4):
    """Time in ps at which net index is zero; None if it never is."""
    G = pair_rate_from_slice(I) * 1e-12 / 1e16   # 1e16 cm^-3 per ps

    def net_index(t, y):
        return (n2 * I - s * 1e16 * y[0]) / (n2 * I)
    net_index.terminal = True
    sol = solve_ivp(lambda t, y: [G - decay_rate * y[0]], (0, end_ps),
                    [0.0], events=net_index, rtol=1e-9, atol=1e-13)
    return sol.t_events[0][0] if sol.t_events[0].size else None


# Pair rate and cancellation time; tolerance covers finite slice thickness
assert abs(pair_rate_from_slice(I0) / rate - 1) < 2e-4
t_numeric = crossing_time(I0)
for I in (0.1 * I0, I0, 10 * I0):
    assert abs(crossing_time(I) * 1e-12 * I / fluence - 1) < 2e-4

# The pulse-averaged index change vanishes for twice the duration
G_ps = pair_rate_from_slice(I0) * 1e-12
average = quad(lambda t: (kerr - s * G_ps * t) / kerr,
               0, 2 * t_ps)[0] / (2 * t_ps)
assert abs(average) < 2e-4

# Recombination: shifted crossing, and a threshold below which none occurs
t_recomb = -lifetime_ps * np.log(1 - t_ps / lifetime_ps)
assert abs(crossing_time(I0, 1 / lifetime_ps) / t_recomb - 1) < 2e-4
I_threshold = fluence / (lifetime_ps * 1e-12)
assert crossing_time(0.5 * I_threshold, 1 / lifetime_ps) is None
t_twice = crossing_time(2 * I_threshold, 1 / lifetime_ps)
assert abs(t_twice / (lifetime_ps * np.log(2)) - 1) < 2e-4


def crossing_at_depth(cross_section):
    """Propagate the whole pulse to the chosen depth; time from its front."""
    t = np.linspace(0, 8, 801)  # ps
    I = np.full(t.size, I0)
    steps = 200
    dz = depth / steps

    def carriers(I):
        return cumulative_trapezoid(beta * I**2 / (2 * photon_energy),
                                    t * 1e-12, initial=0)

    def slope(I):
        return -beta * I**2 - cross_section * carriers(I) * I
    for _ in range(steps):
        k1 = slope(I)
        k2 = slope(I + dz * k1)
        I = I + dz * (k1 + k2) / 2
    net = n2 * I - s * carriers(I)
    j = np.where(net < 0)[0][0]
    return t[j-1] + (t[j] - t[j-1]) * net[j-1] / (net[j-1] - net[j])


t_depth = t_ps * (1 + beta * I0 * depth)
assert abs(crossing_at_depth(0.0) / t_depth - 1) < 1e-4
t_depth_abs = crossing_at_depth(sigma_abs)

# Drude coefficient, tested from the motion of a driven free electron
s_drude = const.e**2 / (2 * n0 * const.epsilon_0 * omega**2 * const.m_e) \
    * (1 / mass_e + 1 / mass_h) * 1e6  # cm^3
phase = np.linspace(0, 2 * np.pi, 2001)
# displacement in units e*E/(m*omega^2); electron force is -cos(phase)
motion = solve_ivp(lambda p, y: [y[1], -np.cos(p)], (0, 2 * np.pi),
                   [0.0, 0.0], t_eval=phase, rtol=1e-10, atol=1e-12)
in_phase = np.trapezoid(motion.y[0] * np.cos(phase), phase) / np.pi \
    if hasattr(np, "trapezoid") else \
    np.trapz(motion.y[0] * np.cos(phase), phase) / np.pi
chi = -sum(N_cancel * 1e6 * const.e**2 * in_phase
           / (const.epsilon_0 * m * const.m_e * omega**2)
           for m in (mass_e, mass_h))
dn_drude = np.sqrt(n0**2 + chi) - n0
assert abs(-dn_drude / (s_drude * N_cancel) - 1) < 1e-4
t_drude = 2 * photon_energy * n2 / (beta * s_drude * I0) * 1e12


def fit_density(I):
    """Cancelling density with the Soref-Bennett fit at 1550 nm."""
    return brentq(lambda N: 8.8e-22 * N + 8.5e-18 * N**0.8 - n2 * I,
                  1e10, 1e20)


def fit_time(I):
    return fit_density(I) / (beta * I**2 / (2 * photon_energy)) * 1e12


t_fit = fit_time(I0)
fit_exponent = np.log(fit_time(1.01 * I0) / fit_time(0.99 * I0)) \
    / np.log(1.01 / 0.99)
assert t_fit < t_ps < t_drude
assert -1 < fit_exponent < -0.75

# 30 percent changes of n2 and beta in opposite directions
t_low, t_high = t_ps * 0.7 / 1.3, t_ps * 1.3 / 0.7

# ---------------- neglected effects ----------------
t_s = t_ps * 1e-12
heat = beta * I0**2 * t_s + sigma_abs * N_cancel * I0 * t_s / 2
delta_T = heat / heat_capacity           # upper bound: all energy to lattice
thermal_ratio = dn_dT * delta_T / kerr
diffusion_nm = np.sqrt(2 * diffusivity * t_s) * 1e7
hot_share = quad(lambda age: np.exp(-age / cooling_ps), 0, t_ps)[0] / t_ps
transmission = 1 - ((n0 - 1) / (n0 + 1))**2
t_outside = crossing_time(transmission * I0)
assert thermal_ratio < 0.02 and N_cancel / band_density < 0.01

# ---------------- output ----------------
print(f"Wavelength: {wavelength_nm:.0f} nm")
print(f"Intensity inside silicon: {I0/1e9:.1f} GW/cm2")
print(f"Kerr coefficient n2: {n2:.2e} cm2/W")
print(f"Two-photon coefficient beta: {beta*1e9:.2f} cm/GW")
print(f"Linear carrier coefficient s: {s:.2e} cm3")
print(f"Photon energy: {photon_eV:.4f} eV = {photon_energy:.4e} J")
print(f"Two-photon energy: {2*photon_eV:.3f} eV; gap: {gap_eV:.2f} eV")
print(f"Kerr index change: {kerr:.2e}")
print(f"Absorbed power density: {beta*I0**2:.2e} W/cm3")
print(f"Pair generation rate: {rate:.3e} cm^-3 s^-1")
print(f"Cancelling pair density: {N_cancel:.2e} cm^-3")
print(f"Cancellation time, formula: {t_ps:.3f} ps")
print(f"Cancellation time, rate equation: {t_numeric:.3f} ps")
print(f"Cancellation fluence: {fluence*1e3:.3f} mJ/cm2")
print(f"Formula time at 0.1 GW/cm2: {10*t_ps:.1f} ps")
print(f"Formula time at 10 GW/cm2: {t_ps/10:.3f} ps")
print(f"Duration for zero pulse-averaged change: {2*t_ps:.2f} ps")
print(f"Conductivity masses e, h: {mass_e}, {mass_h} m_e")
print(f"Linear refractive index: {n0:.2f}")
print(f"Drude carrier coefficient: {s_drude:.2e} cm3")
print(f"Time with Drude coefficient: {t_drude:.2f} ps")
print(f"Pair density with Soref-Bennett fit: {fit_density(I0):.2e} cm^-3")
print(f"Time with Soref-Bennett fit: {t_fit:.2f} ps")
print(f"Local power of I in time, Soref-Bennett: {fit_exponent:.2f}")
print(f"Time, n2 -30% and beta +30%: {t_low:.2f} ps")
print(f"Time, n2 +30% and beta -30%: {t_high:.2f} ps")
print(f"Recombination time assumed: {lifetime_ps:.0f} ps")
print(f"Time increase by recombination: {100*(t_recomb/t_ps-1):.3f} %")
print(f"Threshold intensity with recombination: {I_threshold/1e6:.2f} MW/cm2")
print(f"Two-photon loss coefficient beta*I: {beta*I0:.2f} cm^-1")
print(f"Free-carrier cross-section: {sigma_abs:.2e} cm2")
print(f"Free-carrier loss at cancellation: {sigma_abs*N_cancel:.3f} cm^-1")
print(f"Depth examined: {depth:.1f} cm")
print(f"Time there, two-photon loss only: {t_depth:.3f} ps")
print(f"Time there, with free-carrier loss: {t_depth_abs:.3f} ps")
print(f"Thermo-optic coefficient: {dn_dT:.1e} K^-1")
print(f"Heat capacity: {heat_capacity:.2f} J/(cm3 K)")
print(f"Upper bound on heating: {delta_T*1e3:.2f} mK")
print(f"Thermal/Kerr index ratio, upper bound: {100*thermal_ratio:.2f} %")
print(f"Ambipolar diffusivity: {diffusivity:.0f} cm2/s")
print(f"Diffusion length in cancellation time: {diffusion_nm:.0f} nm")
print(f"Carrier cooling time assumed: {cooling_ps:.1f} ps")
print(f"Share of carriers still hot: {100*hot_share:.1f} %")
print(f"Effective band density: {band_density:.1e} cm^-3")
print(f"Pair density / band density: {N_cancel/band_density:.1e}")
print(f"Transmission of uncoated surface: {transmission:.3f}")
print(f"Time if 1 GW/cm2 is outside: {t_outside:.2f} ps")
print("success")
```

Printed output:

```
Wavelength: 1550 nm
Intensity inside silicon: 1.0 GW/cm2
Kerr coefficient n2: 4.50e-14 cm2/W
Two-photon coefficient beta: 0.80 cm/GW
Linear carrier coefficient s: 5.00e-21 cm3
Photon energy: 0.7999 eV = 1.2816e-19 J
Two-photon energy: 1.600 eV; gap: 1.12 eV
Kerr index change: 4.50e-05
Absorbed power density: 8.00e+08 W/cm3
Pair generation rate: 3.121e+27 cm^-3 s^-1
Cancelling pair density: 9.00e+15 cm^-3
Cancellation time, formula: 2.884 ps
Cancellation time, rate equation: 2.884 ps
Cancellation fluence: 2.884 mJ/cm2
Formula time at 0.1 GW/cm2: 28.8 ps
Formula time at 10 GW/cm2: 0.288 ps
Duration for zero pulse-averaged change: 5.77 ps
Conductivity masses e, h: 0.26, 0.39 m_e
Linear refractive index: 3.48
Drude carrier coefficient: 1.98e-21 cm3
Time with Drude coefficient: 7.26 ps
Pair density with Soref-Bennett fit: 6.73e+15 cm^-3
Time with Soref-Bennett fit: 2.16 ps
Local power of I in time, Soref-Bennett: -0.79
Time, n2 -30% and beta +30%: 1.55 ps
Time, n2 +30% and beta -30%: 5.36 ps
Recombination time assumed: 1000 ps
Time increase by recombination: 0.144 %
Threshold intensity with recombination: 2.88 MW/cm2
Two-photon loss coefficient beta*I: 0.80 cm^-1
Free-carrier cross-section: 1.45e-17 cm2
Free-carrier loss at cancellation: 0.131 cm^-1
Depth examined: 0.5 cm
Time there, two-photon loss only: 4.037 ps
Time there, with free-carrier loss: 4.037 ps
Thermo-optic coefficient: 1.8e-04 K^-1
Heat capacity: 1.66 J/(cm3 K)
Upper bound on heating: 1.50 mK
Thermal/Kerr index ratio, upper bound: 0.60 %
Ambipolar diffusivity: 18 cm2/s
Diffusion length in cancellation time: 102 nm
Carrier cooling time assumed: 0.3 ps
Share of carriers still hot: 10.4 %
Effective band density: 2.8e+19 cm^-3
Pair density / band density: 3.2e-04
Transmission of uncoated surface: 0.694
Time if 1 GW/cm2 is outside: 4.16 ps
success
```
